Ruderman-Kittel coupling of two nuclei in a free-electron gas

**1. The form of the answer**

Two nuclei a distance R apart in a metal can influence each other through the conduction electrons. One nucleus polarizes the electron spins around it, and the other feels that polarization. Let the contact energy of nucleus i be C_i I_i·s(R_i), where I_i is the nuclear spin, s(r) is the electron spin density, and both spins are dimensionless. Since s is an inverse volume, C_i is an energy times a volume.

The leading coupling is linear in each contact term. The electron gas is unpolarized and has no spin-orbit coupling, so the energy cannot change when both nuclear spins are rotated together with R held fixed. The only scalar bilinear in the two spins is I1·I2. The electrons supply ħ, the mass m and the Fermi wavenumber kF. To turn C1C2 into an energy we must divide by an energy times a volume squared, and ħ²kF²/m times kF⁻⁶ is such a quantity. Therefore

H_eff = J(R) I1·I2,  J(R) = C1C2 (m kF⁴/ħ²) Φ(kF R).  (1)

What remains is the function Φ, with its sign and numerical factor.

**2. The contact constant**

A point moment μ at the origin has vector potential A = (μ0/4π) μ×r/r³. Integrate its field B = ∇×A over a ball with outward normal n:

∫ B d³r = ∮ n×A dS = (μ0/4π) ∮ [μ − n(n·μ)] dΩ = (μ0/4π)(4π − 4π/3) μ = (2/3) μ0 μ.  (2)

The result does not depend on the radius of the ball, so it belongs to a term (2/3)μ0 μ δ(r) in the field. The electron moment is −gμB s with g > 0, and the nuclear moment is ħγI. The energy −(ħγI)·B is then positive for parallel spins if γ > 0:

C_i = (2μ0/3) g μB ħγ_i ξ_i.  (3)

The factor ξ_i is the density of a Fermi-surface electron at the nucleus divided by its mean density. Plane waves have ξ = 1; in a real metal the s-like part of the wave function is drawn in toward the nucleus and can make ξ much larger, while parts of higher angular momentum vanish there in a nonrelativistic treatment (in heavy atoms the relativistic p1/2 part does not). We take ξ_i to be the same for all k, so that the orbitals at the nuclei are plane waves times constants. This is a model assumption, because the sums below also run over states far from the Fermi surface. Orbital and electron-nuclear dipolar couplings are left out.

**3. Second-order energy**

The electrons are independent, with E_k = ħ²k²/2m, in a volume V at zero temperature. First order vanishes because the filled Fermi sea has no net spin. In second order an electron goes from an occupied state kσ to an empty state k'σ' and back. The outward matrix element, still an operator on the nuclear spins, is

⟨k'σ'|W|kσ⟩ = (1/V) Σ_i C_i e^{i(k−k')·R_i} I_i·s_{σ'σ}.  (4)

Nuclear energies are neglected beside electronic ones, so the denominator is E_k − E_k'. The spin sum needs

Σ_{σσ'} (s_a)_{σσ'} (s_b)_{σ'σ} = Tr(s_a s_b) = δ_ab/2.  (5)

Terms with the same nucleus at both steps give a multiple of I_i², which is a constant. (For point contact in a continuum this constant diverges, but it does not depend on the orientation of the spins.) The two cross terms carry complex-conjugate phases, whose sum is 2 cos[(k−k')·R] with R = R1 − R2. With the ½ from (5),

J = (C1C2/V²) Σ_{k occupied} Σ_{k' empty} cos[(k−k')·R]/(E_k − E_k').  (6)

Equation (6) was tested on a ring of five sites with six electrons and two nuclear spins ½, all treated quantum mechanically. The triplet has I1·I2 = ¼ and the singlet −¾, so the triplet lies above the singlet by J. For neighbouring sites full diagonalization, averaged over the two overall signs of the contact constants to remove odd orders, gives 5.6071×10⁻⁶ and the sum gives 5.6069×10⁻⁶, in the energy unit of the ring. The agreement includes the sign and the factor from the spin trace.

**4. Removing the Pauli restriction**

Suppose k' in (6) were allowed to be occupied as well. The added terms have both k and k' inside the Fermi sphere. Exchanging k and k' leaves the cosine unchanged and reverses the denominator, so these terms cancel in pairs. In the continuum the cancellation holds if a strip | |k| − |k'| | < ε is cut out symmetrically and ε then goes to zero. That is a principal value, written P. We may thus integrate k' over all space.

The denominator depends on magnitudes alone, so the directions of k and k' can be averaged independently. For one of them, with u the cosine of the angle to R,

½ ∫₋₁¹ e^{ikRu} du = sin(kR)/(kR).  (7)

Replace (1/V)Σ_k by (1/2π²)∫k²dk for each sum, and use 1/(E_k − E_k') = (2m/ħ²)/(k² − k'²):

J = C1C2 (2m/ħ²) [1/(4π⁴R²)] ∫₀^{kF} dk k sin(kR) P∫₀^∞ dk' k' sin(k'R)/(k² − k'²).  (8)

The factor k k' sin(kR) sin(k'R) vanishes when either wavenumber does, so the corner k = k' = 0 makes no extra contribution.

**5. The two radial integrals**

The inner integrand in (8) is even in k'. Extend it to the whole line, halve it, and take the imaginary part of the integral with e^{iqR}. For R > 0 the contour closes in the upper half-plane, and each simple pole on the real axis counts πi times its residue. The residues of q e^{iqR}/(k² − q²) at q = k and q = −k are −e^{ikR}/2 and −e^{−ikR}/2, with sum −cos kR. Hence

P∫₀^∞ k' sin(k'R)/(k² − k'²) dk' = ½ Im[−iπ cos kR] = −(π/2) cos kR.  (9)

Insert this in (8) and use sin kR cos kR = ½ sin 2kR. The numerical factor is 2 · (1/4π⁴) · (−π/2) · ½ = −1/(8π³), so

J = −[C1C2 m/(8π³ħ²R²)] ∫₀^{kF} k sin(2kR) dk.  (10)

Integrate by parts and set x = 2kF R:

∫₀^{kF} k sin(2kR) dk = −kF cos x/(2R) + sin x/(4R²) = (sin x − x cos x)/(4R²).  (11)

Therefore J = C1C2 m (x cos x − sin x)/(32π³ħ²R⁴). Since 1/R⁴ = 16kF⁴/x⁴,

J(R) = C1C2 [m kF⁴/(2π³ħ²)] F(x),  F(x) = (x cos x − sin x)/x⁴,  x = 2kF R.  (12)

This is the form (1), with Φ = F/(2π³). The integral with the restriction k < kF < k' kept throughout was also evaluated numerically, and it agrees with (12).

**6. Short and long distances**

For small x, x cos x − sin x = (x − x³/2) − (x − x³/6) + … = −x³/3 + …, so F → −1/(3x). With the electron density n = kF³/(3π²),

J → −C1C2 m n/(4πħ²R)  for kF R ≪ 1.  (13)

For C1C2 > 0 this favours parallel nuclear spins: each nucleus prefers the electron spin near it to be opposite to its own if both C_i are positive, or parallel to its own if both are negative, and at short range parallel nuclei ask for the same polarization. The growth as 1/R is a property of the point-contact model and cannot be followed to R = 0.

For large x, F → cos x/x³. The coupling falls as R⁻³ and changes sign at distances spaced by about π/(2kF). The zeros solve tan x = x, the first being x = 4.493.

The oscillation can be traced to the sharp Fermi surface by going to wavevector space. Put k' = k + q in the unrestricted sum:

J = −(C1C2/2) ∫ d³q/(2π)³ cos(q·R) Π(q),  Π(q) = 2 P∫_{k<kF} d³k/(2π)³ 1/(E_{k+q} − E_k).  (14)

Here E_{k+q} − E_k = (ħ²/2m)(q² + 2kqu). The integral over u from −1 to 1 gives (1/2kq) ln|(q+2k)/(q−2k)|, so

Π(q) = [m/(2π²ħ²q)] ∫₀^{kF} k ln|(k + q/2)/(k − q/2)| dk.  (15)

With a = q/2, an antiderivative of the integrand is ak + ½(k² − a²) ln|(k+a)/(k−a)|, as differentiation confirms. It vanishes at k = 0. Setting y = q/(2kF),

Π(q) = N1 L(y),  N1 = m kF/(2π²ħ²),
L(y) = ½ + [(1−y²)/(4y)] ln|(1+y)/(1−y)|.  (16)

N1 is the density of states per spin and volume at the Fermi energy, and L(0) = 1. The angular integral in (14) brings in sin(qR)/(qR), so

J = −(C1C2/2) N1 [(2kF)²/(2π²R)] ∫₀^∞ y L(y) sin(xy) dy.  (17)

The function L is smooth except at y = 1, that is q = 2kF, where it contains ½ t ln|t| with t = y − 1. For x > 0 the Fourier integral of P(1/t) with e^{ixt} is iπ. Integration by parts then gives −π/x for ln|t|, and applying −i d/dx gives −iπ/x² for t ln|t|. The singular part of the integral in (17) is therefore

½ Im[e^{ix}(−iπ/x²)] = −π cos x/(2x²).  (18)

Substitution in (17), with R = x/(2kF), gives C1C2 N1 kF³ cos x/(πx³), which is the large-x form of (12). The long-range oscillation thus comes from the singularity at q = 2kF, the largest wavevector that joins two points of the Fermi surface. The numerical output lists the full transform (17) beside (12) at six distances.

**7. Relation to the Knight shift**

The same constant C fixes the shift of a single nuclear resonance. A field B along z changes the electron energies by ±gμB B/2, so n↑ − n↓ = −N1 gμB B and the spin density is s_z = −N1 gμB B/2. The Pauli susceptibility is μ0 times the magnetization −gμB s_z divided by B:

χP = μ0 (gμB)² N1/2.  (19)

The nuclear energy C I_z s_z equals −ħγ ΔB I_z, with ΔB the extra field at the nucleus. Then

K = ΔB/B = C N1 gμB/(2ħγ) = (2/3) ξ χP.  (20)

The Knight shift is linear in ξ, while J between equal nuclei is quadratic. The two are also linked through the uniform response. Because x²F = d(sin x/x)/dx, the integral of x²F from 0 to ∞ is −1, and (12) gives

∫ J d³R = [4π/(2kF)³] C1C2 [m kF⁴/(2π³ħ²)] (−1) = −C1C2 N1/2.  (21)

This is the q = 0 value of the transform in (14). The integral converges only conditionally, since at large x its radial integrand falls only as cos x/x; here it is taken over growing spheres.

**8. A model metal**

Take kF = 1.20 Å⁻¹ and two equal nuclei of spin ½ with γ/2π = 10 MHz/T and ξ = 1000, at R = 3 Å. These are round parameters for no particular metal. They give n = 5.84×10²⁸ m⁻³, a Fermi energy of 5.49 eV and χP = 1.079×10⁻⁵. From (20),

K = (2/3)(1000)(1.079×10⁻⁵) = 0.72 percent.

Equation (3) gives C = 1.031×10⁻⁵² J m³, and the prefactor of F in (12), divided by h, is 4.392×10⁵ Hz. With x = 2(1.20)(3) = 7.20,

F = (4.380 − 0.794)/7.20⁴ = 1.335×10⁻³,
J/h = (4.392×10⁵ Hz)(1.335×10⁻³) = 586 Hz,

or J = 3.88×10⁻³¹ J. The positive sign puts the singlet below the triplet. The large-distance form keeps just the 4.380 in the numerator and is too large by 22 percent of the full value, partly because a zero of F lies nearby; measured against the envelope 1/x³, the neglected term is sin x/x = 0.794/7.20, or 11 percent.

The direct magnetic dipole coupling has the constant μ0γ²ħ²/(4πR³), which is 245 Hz after division by h. The indirect coupling is 2.4 times larger. For equal nuclei γ² cancels from this ratio, which varies as ξ² at fixed kF and R. The two constants would be equal at ξ = 1000/√2.388 ≈ 650. Indirect coupling can therefore exceed the direct one when the contact density is high.

The values of J/h at 1, 2, 3, 4, 5 and 6 Å are −32370, 1172, 586, −480, 226 and −48 Hz. The first sign change is at R = 4.493/(2kF) = 1.87 Å. Later zeros lie near x = (p + ½)π − 1/[(p + ½)π] with p = 2, 3, …, which follows from tan x = x when x is large. For p = 2 this is x ≈ 7.73, or R ≈ 3.22 Å. The chosen pair is thus about 7 percent in x away from a change of sign, and a modest change of kF or R would reverse the coupling. The small value at 6 Å has the same origin: x = 14.4 lies close to the zero near 14.07.

For two equal nuclei in the same field, I1·I2 commutes with the total spin I1 + I2. A uniform radio-frequency field acts through that total spin and cannot drive singlet-triplet transitions, so in an isolated pair with this coupling alone the interval of 586 Hz does not appear as a line splitting.

**9. Temperature, and where the result fails**

At temperature T let f_k be the Fermi function. To first order in a static perturbation W, stationarity of the one-electron density matrix ρ requires (E_k' − E_k)ρ_{k'k} + W_{k'k}(f_k − f_k') = 0. The spin density that nucleus 1 produces at nucleus 2 then gives (6) with the restricted sum replaced by half the sum over all k and k' with weight (f_k − f_k')/(E_k − E_k'). By the antisymmetry used in Section 4, this equals the principal-value sum with weight f_k. So f_k simply replaces the sharp step in (10).

A Fermi function is an average of steps at energies μ + ε with weight −∂f/∂ε, where μ is the chemical potential, held here at the Fermi energy. At large R the main effect is on the phase, x → x + bε with b = 2mR/(ħ²kF). The weight is even in ε, so cos x is multiplied by the integral of (−∂f/∂ε)e^{ibε}. Close the contour above. The poles lie at ε = iπkBT(2p+1), p = 0, 1, 2, …, near which −∂f/∂ε = −kBT/(ε − ε_p)² plus regular terms. Each contributes 2πbkBT e^{−(2p+1)z}, with z = πbkBT. Summing the geometric series,

J(T)/J(0) → 2z Σ_p e^{−(2p+1)z} = z/sinh z,  z = 2πm kBT R/(ħ²kF).  (22)

At 300 K and R = 30 Å, z = 0.533 and (22) gives 0.954, as does the integral with the full Fermi function. At 3 Å that integral gives 0.9994 (0.9995 if the density rather than μ is held fixed), a change of about 0.3 Hz, so zero temperature is an adequate assumption for near neighbours in this model. Equation (22) describes the envelope of the oscillation. Temperature also moves the zeros slightly, so the ratio at a given R departs from (22) near a zero: at x = 73.8 and 300 K it is 0.90 rather than 0.95. For z ≫ 1 the envelope factor becomes 2z e^{−z}, the phase x shifts by about πz kBT/(4EF), with EF the Fermi energy, and the R⁻³ law gives way to exponential decay.

Equation (12) holds at zero temperature for a parabolic band E_k = ħ²k²/2m, independent electrons, a perfect lattice and a constant contact amplitude, to second order in the contact energy. If the band is still parabolic and isotropic but has an effective mass m*, then m* replaces m in (12) and F(x) is unchanged at fixed kF. A band that is not parabolic, interactions between the electrons, disorder in the lattice or a contact amplitude that varies with k will in general change the response Π(q) or the matrix element (4), and the range function must then be worked out afresh. At short range states far from the Fermi surface contribute to (17), so the band shape and the contact amplitude away from the Fermi surface enter there. At long range, for a spherical Fermi surface, the leading term comes from the singularity at q = 2kF alone, but a change δkF shifts the phase x by 2RδkF, so the sign becomes more sensitive to kF as R grows. The pair at 3 Å in Section 8, with kF R = 3.6, does not lie in that long-range regime. If ξ keeps its Fermi-surface value but falls as 1/(k² + λ²), J/h at 3 Å moves from 586 Hz to 652 Hz for λ = 3kF and to 973 Hz for λ = kF, and in the latter case the value at 2 Å changes sign; at x = 40π the change is at most 0.01 percent.

Calculated quantities

```
RING TEST (dimensionless energies)
C1 = 0.01, C2 = 0.015, sites = 5, electrons = 6
distance 1: J diagonalized = 5.60711e-06, J second-order sum = 5.60693e-06
distance 2: J diagonalized = 1.35896e-06, J second-order sum = 1.35891e-06
INTEGRAL TESTS (dimensionless)
principal value at k = 0.7, R = 2.3: numeric 0.0615652, formula 0.0615652
largest relative error, Pauli-restricted integral = 1.1e-14
integral of x^2 F(x) over x > 0 = -1.0000000
first zero of F: x = 4.49341
MODEL METAL
kF = 1.20 1/angstrom
gamma/(2 pi) = 10.0 MHz/T
contact enhancement xi = 1000
electron density n = 5.8361e+28 1/m^3
Fermi energy = 5.4864 eV
N1 = 4.9795e+46 1/(J m^3)
Pauli susceptibility (SI volume) = 1.0789e-05
Knight shift K = 0.7192 percent
K from band filling at 10 T = 0.7192 percent
contact constant C = 1.0308e-52 J m^3
prefactor of F, divided by h = 4.3921e+05 Hz
COUPLING AT THE CHOSEN DISTANCE
R = 3.0 angstrom, x = 7.200
x cos x = 4.38013, sin x = 0.79367
F(x) = 1.33455e-03
J/h = 586.16 Hz
J = 3.8839e-31 J
direct dipolar constant / h = 245.41 Hz
ratio J / dipolar constant = 2.388
first sign change at R = 1.8723 angstrom
DISTANCE TABLE: R (angstrom), x, J/h closed (Hz), J/h Fourier (Hz)
1    2.40    -32370.390    -32370.390
2    4.80      1171.721      1171.721
3    7.20       586.156       586.156
4    9.60      -479.820      -479.820
5   12.00       225.852       225.852
6   14.40       -48.081       -48.081
TEMPERATURE 300 K: J(T)/J(0)
R = 3 angstrom: 0.99942
R = 30 angstrom: 0.95437, z = 0.5329, z/sinh z = 0.95419
```
